# Herring's U: Ionization Gap, Slater Integral and Slope of the Level: a numerical check

```python
"""Herring's U(n) = E(n+1) + E(n-1) - 2 E(n), E(n) = energy with n shell electrons.
Claims under test:
  U = I - A (ionization energy minus electron affinity),
  U = F0 for frozen orbitals and monopole repulsion (d shells have extra terms),
  U = d(level)/dn for quadratic E(n), with first error E''''/12 in general.
F0, F2, F4: Slater integrals; J = (F2 + F4)/14; level = dE/dn.
Algebra in atomic units; printed energies in eV, lengths in angstrom.
"""
from itertools import combinations
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import cumulative_trapezoid
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from sympy.physics.wigner import gaunt
from pyscf import gto, scf, dft, fci

EV = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10


def show(label, value, unit="eV", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}")


def second_difference(lower, centre, upper):
    return upper + lower - 2 * centre


# ---------- radial quadrature on a logarithmic grid ----------
radius = np.geomspace(1e-5, 60.0, 6001)
log_radius = np.log(radius)


def running_integral(values):
    return cumulative_trapezoid(values * radius, log_radius, initial=0.0)


def slater_integral(k, radial_density):
    inner = running_integral(radial_density * radius**k)
    return 2 * running_integral(radial_density * inner / radius**(k + 1))[-1]


# ---------- polynomial energies: difference against derivative ----------
x = sp.symbols("x")
coeffs = sp.symbols("c0:6")
poly = sum(c * x**i for i, c in enumerate(coeffs))
difference = poly.subs(x, x + 1) + poly.subs(x, x - 1) - 2 * poly
error = sp.expand(difference - sp.diff(poly, x, 2))
assert sp.expand(error - sp.diff(poly, x, 4) / 12) == 0
assert error.subs({coeffs[4]: 0, coeffs[5]: 0}) == 0

# ---------- hydrogen: one adjustable exponent for n electrons ----------


def hydrogen_parts(zeta):
    orbital = 2 * zeta**1.5 * np.exp(-zeta * radius)
    slope = -zeta * orbital
    density = (orbital * radius)**2
    kinetic = 0.5 * running_integral((slope * radius)**2)[-1]
    nuclear = -running_integral(density / radius)[-1]
    return kinetic + nuclear, slater_integral(0, density)


def relaxed_hydrogen(n):
    def energy(zeta):
        one_body, repulsion = hydrogen_parts(zeta)
        return n * one_body + 0.5 * n * (n - 1) * repulsion
    best = minimize_scalar(energy, bounds=(0.3, 1.5), method="bounded",
                           options={"xatol": 1e-9})
    one_body, repulsion = hydrogen_parts(best.x)
    return best.fun, one_body + (n - 0.5) * repulsion, best.x


h_one_body, h_F0 = hydrogen_parts(1.0)
assert abs(h_F0 - 5 / 8) < 1e-5
E1, level1, zeta1 = relaxed_hydrogen(1.0)
E2, level2, zeta2 = relaxed_hydrogen(2.0)
U_one_exponent = second_difference(0.0, E1, E2)
slope_h = (relaxed_hydrogen(1.02)[1] - relaxed_hydrogen(0.98)[1]) / 0.04
assert abs(zeta2 - 11 / 16) < 1e-4
assert abs(U_one_exponent - (5 / 8 - 25 / 256)) < 1e-5
assert abs(slope_h - (5 / 8 - 25 / 256)) < 1e-4  # finite step and minimizer

# ---------- hydrogen: full configuration interaction ----------
anion = gto.M(atom="H 0 0 0", basis="aug-cc-pvqz", charge=-1, verbose=0)
core_h = scf.hf.get_hcore(anion)
E1_ci = eigh(core_h, anion.intor("int1e_ovlp"), eigvals_only=True)[0]
mean_field = scf.RHF(anion).run()
E2_ci = fci.FCI(mean_field).kernel()[0]
ionization, affinity = -E1_ci, E1_ci - E2_ci
U_ci = second_difference(0.0, E1_ci, E2_ci)
assert affinity > 0 and E2_ci < E2
assert U_ci < U_one_exponent < h_F0

# ---------- two distant hydrogen atoms: price of moving an electron ----------
sto = gto.basis.load("sto-6g", "H")
unit_sto = [[0] + [[p[0] / 1.24**2, p[1]] for p in sto[0][1:]]]
distance = 20.0 / BOHR
pair = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, distance)]], unit="Bohr",
             basis={"H": unit_sto}, verbose=0)
w, v = np.linalg.eigh(pair.intor("int1e_ovlp"))
ortho = v @ np.diag(w**-0.5) @ v.T
h2 = ortho @ scf.hf.get_hcore(pair) @ ortho
g2 = np.einsum("pqrs,pi,qj,rk,sl->ijkl", pair.intor("int2e"),
               ortho, ortho, ortho, ortho, optimize=True)
two_body = (np.kron(h2, np.eye(2)) + np.kron(np.eye(2), h2)
            + g2.transpose(0, 2, 1, 3).reshape(4, 4))
levels = np.linalg.eigvalsh(two_body)
transfer = levels[2:].mean() - levels[:2].mean()
single = gto.M(atom="H 0 0 0", basis={"H": unit_sto}, spin=1, verbose=0)
e_site = scf.hf.get_hcore(single)[0, 0] / single.intor("int1e_ovlp")[0, 0]
rep_site = single.intor("int2e").item() / single.intor("int1e_ovlp")[0, 0]**2
I_site = -e_site
A_site = e_site - (2 * e_site + rep_site)
assert abs(transfer + 1 / distance - (I_site - A_site)) < 1e-6
assert abs(I_site - A_site - h_F0) < 2e-3  # six Gaussians imitate the 1s

# ---------- spherical iron ion with chosen 3d and 4s occupations ----------
fe_basis = [b for b in gto.basis.load("def2-tzvp", "Fe") if b[0] < 3]
iron = gto.M(atom="Fe 0 0 0", basis={"Fe": fe_basis}, charge=2, verbose=0)
overlap = iron.intor("int1e_ovlp")
core = scf.hf.get_hcore(iron)
nao = iron.nao_nr()
eri = iron.intor("int2e").reshape(nao**2, nao**2)
grids = dft.gen_grid.Grids(iron)
grids.atom_grid = {"Fe": (90, 50)}
grids.prune = None
grids.build()
numint = dft.numint.NumInt()
blocks = {}
for index, label in enumerate(iron.ao_labels(fmt=None)):
    blocks.setdefault((label[2][-1], label[3]), []).append(index)


def functional(dm):
    hartree = (eri @ dm.ravel()).reshape(nao, nao)
    _, exc, vxc = numint.nr_rks(iron, grids, "lda,vwn", dm)
    e_hartree = 0.5 * np.sum(hartree * dm)
    return np.sum(core * dm) + e_hartree + exc, e_hartree, core + hartree + vxc


def solve_iron(n_d, n_4s, dm):
    occupations = {"s": [2, 2, 2, n_4s], "p": [2, 2]}
    for _ in range(250):
        fock = functional(dm)[2]
        closed, shell, d_levels = np.zeros_like(dm), np.zeros_like(dm), []
        for (l, _m), idx in blocks.items():
            part = np.ix_(idx, idx)
            e, c = eigh(fock[part], overlap[part])
            if l == "d":
                shell[part] += np.outer(c[:, 0], c[:, 0]) / 5
                d_levels.append(e[0])
            else:
                occ = np.array(occupations[l], dtype=float)
                closed[part] += (c[:, :len(occ)] * occ) @ c[:, :len(occ)].T
        new = closed + n_d * shell
        if np.abs(new - dm).max() < 1e-8:
            return functional(new)[0], np.mean(d_levels), new, closed, shell
        dm = dm + 0.4 * (new - dm)
    raise RuntimeError("self-consistency not reached")


guess = np.array(scf.RHF(iron).get_init_guess(key="minao"))
centre = solve_iron(6.0, 0.0, guess)
runs = {6.0: centre}
for n_d in (5.0, 5.5, 5.98, 6.02, 6.5, 7.0):
    runs[n_d] = solve_iron(n_d, 0.0, centre[2])
E = {n: r[0] for n, r in runs.items()}
level = {n: r[1] for n, r in runs.items()}
U_fe = second_difference(E[5.0], E[6.0], E[7.0])
slope_fe = (level[6.02] - level[5.98]) / 0.04
janak = (E[6.02] - E[5.98]) / 0.04
assert abs(janak - level[6.0]) < 2e-5  # finite step
upper_area = (level[6.0] + 4 * level[6.5] + level[7.0]) / 6
lower_area = (level[5.0] + 4 * level[5.5] + level[6.0]) / 6
assert abs(upper_area - lower_area - U_fe) < 1e-4  # Simpson rule
half_step = level[6.5] - level[5.5]
third = (level[7.0] - 2 * level[6.5] + 2 * level[5.5] - level[5.0]) / 0.25
assert abs(U_fe - slope_fe - third / 12) * EV < 0.01  # next Taylor order

# frozen orbitals of the central ion
closed, shell = centre[3], centre[4]
frozen = [functional(closed + n * shell)[:2] for n in (5, 6, 7)]
U_frozen = second_difference(*[f[0] for f in frozen])
U_hartree = second_difference(*[f[1] for f in frozen])
points = np.column_stack([0 * radius, 0 * radius, radius])
ao = iron.eval_gto("GTOval_sph", points)
d_density = 4 * np.pi * radius**2 * np.sum((ao @ shell) * ao, axis=1)
assert abs(running_integral(d_density)[-1] - 1) < 1e-5
F0, F2, F4 = [slater_integral(k, d_density) for k in (0, 2, 4)]
assert abs(U_hartree - F0) < 5e-5  # radial quadrature
assert U_fe < U_frozen
mean_radius = running_integral(d_density * radius)[-1]

# 4s electrons compensate the change of the d shell
mixed = solve_iron(6.0, 1.0, centre[2])
s_rich = solve_iron(5.0, 2.0, mixed[2])
U_compensated = second_difference(s_rich[0], mixed[0], E[7.0])
assert U_compensated < U_fe

# ---------- d-shell determinants with the full Coulomb repulsion ----------


def angular(k, m1, m2):
    value = gaunt(2, k, 2, -m1, m1 - m2, m2)
    return (-1)**m1 * np.sqrt(4 * np.pi / (2 * k + 1)) * float(value)


spin_orbitals = [(m, s) for s in (0, 1) for m in range(-2, 3)]
pair_energy = np.zeros((10, 10))
for i, (m1, s1) in enumerate(spin_orbitals):
    for j, (m2, s2) in enumerate(spin_orbitals):
        for k, Fk in ((0, F0), (2, F2), (4, F4)):
            pair_energy[i, j] += Fk * angular(k, m1, m1) * angular(k, m2, m2)
            if s1 == s2:
                pair_energy[i, j] -= Fk * angular(k, m1, m2)**2
average, lowest = {}, {}
for n in (4, 5, 6, 7):
    values = [0.5 * pair_energy[np.ix_(c, c)].sum()
              for c in combinations(range(10), n)]
    average[n], lowest[n] = np.mean(values), np.min(values)
J = (F2 + F4) / 14
U_average = second_difference(average[5], average[6], average[7])
U_low5 = second_difference(lowest[4], lowest[5], lowest[6])
U_low6 = second_difference(lowest[5], lowest[6], lowest[7])
assert abs(U_average - (F0 - 4 * J / 9)) < 1e-9
assert abs(U_low5 - (F0 + 4 * J)) < 1e-9
assert abs(U_low6 - (F0 - 8 * F2 / 49 - 9 * F4 / 441)) < 1e-9

# ---------- numbers for the text ----------
show("1 hartree", EV, "eV", 6)
print("HYDROGEN")
show("F0 of the 1s orbital = frozen U", h_F0 * EV)
show("One exponent: energy of H", E1 * EV)
show("One exponent: energy of H-", E2 * EV)
show("One exponent: best exponent of H-", zeta2, "1/bohr")
show("One exponent: U from energies", U_one_exponent * EV)
show("One exponent: slope of level at n=1", slope_h * EV)
show("Relaxation lowers U by", (h_F0 - U_one_exponent) * EV)
show("CI aug-cc-pVQZ: I", ionization * EV)
show("CI aug-cc-pVQZ: A", affinity * EV)
show("CI aug-cc-pVQZ: U = I - A", U_ci * EV)
print("TWO DISTANT H ATOMS, one 1s function (six Gaussians) each")
show("Distance", distance * BOHR, "angstrom", 1)
show("Electron transfer energy", transfer * EV)
show("Coulomb attraction 1/R", EV / distance)
show("Transfer energy + 1/R", (transfer + 1 / distance) * EV)
show("I - A of one such atom", (I_site - A_site) * EV)
print("IRON ION, 3d occupation n, no 4s electrons, LDA")
for n in (5.0, 6.0, 7.0):
    show(f"E({n:.0f}) - E(6)", (E[n] - E[6.0]) * EV)
for n in (5.0, 5.5, 6.0, 6.5, 7.0):
    show(f"3d level at n={n:.1f}", level[n] * EV)
show("dE/dn at n=6 by finite difference", janak * EV)
show("U from total energies", U_fe * EV)
show("Slope of 3d level at n=6", slope_fe * EV)
show("U minus slope", (U_fe - slope_fe) * EV)
show("Estimate of E''''/12", third / 12 * EV)
show("Level(6.5) - level(5.5)", half_step * EV)
show("U from areas under the level", (upper_area - lower_area) * EV)
show("Mean 3d radius at n=6", mean_radius * BOHR, "angstrom")
show("F0 by radial quadrature", F0 * EV)
show("Frozen U, Hartree part", U_hartree * EV)
show("Frozen U, exchange-correlation part", (U_frozen - U_hartree) * EV)
show("Frozen U, total", U_frozen * EV)
show("Change of U by relaxation", (U_fe - U_frozen) * EV)
show("U with 4s compensation", U_compensated * EV)
print("D SHELL, full repulsion, frozen 3d orbital of the same ion")
show("F2", F2 * EV)
show("F4", F4 * EV)
show("J = (F2+F4)/14", J * EV)
show("U at d6, average of determinants", U_average * EV)
show("U at d5, lowest terms", U_low5 * EV)
show("U at d6, lowest terms", U_low6 * EV)
print("PASS")
```

It prints:

```
1 hartree: 27.211386 eV
HYDROGEN
F0 of the 1s orbital = frozen U: 17.0071 eV
One exponent: energy of H: -13.6057 eV
One exponent: energy of H-: -12.8616 eV
One exponent: best exponent of H-: 0.6875 1/bohr
One exponent: U from energies: 14.3498 eV
One exponent: slope of level at n=1: 14.3498 eV
Relaxation lowers U by: 2.6574 eV
CI aug-cc-pVQZ: I: 13.6043 eV
CI aug-cc-pVQZ: A: 0.7399 eV
CI aug-cc-pVQZ: U = I - A: 12.8644 eV
TWO DISTANT H ATOMS, one 1s function (six Gaussians) each
Distance: 20.0 angstrom
Electron transfer energy: 16.2871 eV
Coulomb attraction 1/R: 0.7200 eV
Transfer energy + 1/R: 17.0071 eV
I - A of one such atom: 17.0071 eV
IRON ION, 3d occupation n, no 4s electrons, LDA
E(5) - E(6): 34.7234 eV
E(6) - E(6): 0.0000 eV
E(7) - E(6): -18.7356 eV
3d level at n=5.0: -43.7399 eV
3d level at n=5.5: -34.6016 eV
3d level at n=6.0: -26.1945 eV
3d level at n=6.5: -18.5858 eV
3d level at n=7.0: -11.8774 eV
dE/dn at n=6 by finite difference: -26.1948 eV
U from total energies: 15.9878 eV
Slope of 3d level at n=6: 16.0420 eV
U minus slope: -0.0542 eV
Estimate of E''''/12: -0.0563 eV
Level(6.5) - level(5.5): 16.0158 eV
U from areas under the level: 15.9876 eV
Mean 3d radius at n=6: 0.5695 angstrom
F0 by radial quadrature: 23.5635 eV
Frozen U, Hartree part: 23.5635 eV
Frozen U, exchange-correlation part: -0.5549 eV
Frozen U, total: 23.0086 eV
Change of U by relaxation: -7.0208 eV
U with 4s compensation: 3.6246 eV
D SHELL, full repulsion, frozen 3d orbital of the same ion
F2: 10.7945 eV
F4: 6.6959 eV
J = (F2+F4)/14: 1.2493 eV
U at d6, average of determinants: 23.0083 eV
U at d5, lowest terms: 28.5607 eV
U at d6, lowest terms: 21.6645 eV
PASS
```
